# Hydrogenic radial functions at the nucleus: cusp condition and normalisation, part 1

(Sections cited here and not found follow in the second part.)

In the hydrogen-like ion Ag⁴⁶⁺, treated with the Schrödinger equation and a fixed point nucleus of charge $Z=47$, the 2p, 3p, 4p and 5p states have energies of $-552.25$, $-245.44$, $-138.06$ and $-88.36$ Ry. Near the nucleus each radial function $R(r)$ vanishes in proportion to $r$, and the ratio $R/r$ tends to a limit that differs from state to state: $3091$, $1832$, $1222$ and $885\ \mathrm{bohr}^{-5/2}$. The relative rate at which $R/r$ begins to fall from this limit, its logarithmic derivative at $r=0$, is the same for all four. A numerical diagonalisation in a basis that leaves this rate free gives $-23.500000\ \mathrm{bohr}^{-1}$ for each of the four states, which is $-Z/2$. Within the shell $n=4$ the corresponding rates for $R/r^l$ are $-47.000000$, $-23.500000$, $-15.666667$ and $-11.750000\ \mathrm{bohr}^{-1}$ for $l=0,1,2,3$, that is $-Z/(l+1)$. One number at the origin depends on $n$ and the other does not, and the reason is that the first is fixed by normalisation over all space and the second by a balance of singular terms at a single point.

The units are Rydberg atomic units, $\hbar=2m=e^2/2=1$, in which lengths are measured in bohr and energies in Ry. The Hamiltonian of one electron in a central potential is $-\nabla^2+V(r)$, and the Coulomb attraction of the nucleus is $-2Z/r$. To see which features belong to the nucleus alone it is useful to allow more than the bare Coulomb term,

$$V(r)=-\frac{2Z}{r}+W(r),$$

where $W$ is a local, spherical potential, continuous for $r>0$ and bounded near $r=0$. The hydrogenic atom is the case $W=0$. A state of definite angular momentum is $\psi=R(r)\,Y_{lm}(\theta,\varphi)$ with normalised spherical harmonics, so that $\int_0^\infty R^2r^2\,dr=1$ for a bound state. The angular part of $\nabla^2$ acting on $Y_{lm}$ gives $-l(l+1)/r^2$, and the radial equation is

$$R''+\frac{2}{r}R'-\frac{l(l+1)}{r^2}R=(V-E)\,R .$$

The object of interest is $f(r)=R(r)/r^l$. With $R=r^lf$ the product rule gives

$$R'=l\,r^{l-1}f+r^lf',\qquad R''=l(l-1)\,r^{l-2}f+2l\,r^{l-1}f'+r^lf''.$$

On the left of the radial equation the terms in $r^{l-2}f$ carry the coefficient $l(l-1)+2l-l(l+1)=0$, so the centrifugal term disappears. The terms in $r^{l-1}f'$ carry the coefficient $2l+2$. Division by $r^l$ leaves

$$f''+\frac{2l+2}{r}\,f'=U f,\qquad U\equiv V-E, \tag{1}$$

and multiplication by $r^{2l+2}$ turns the left side into a single derivative, since $(r^{2l+2}f')'=r^{2l+2}f''+(2l+2)r^{2l+1}f'$:

$$\left(r^{2l+2}f'\right)'=r^{2l+2}\,U f. \tag{2}$$

Equation (1) already suggests the answer. If $f$ and $f'$ have finite limits at the origin and $f''$ is less singular than $1/r$, the only terms of order $1/r$ are $(2l+2)f'/r$ on the left and $-2Zf/r$ on the right, and they must be equal. The suppositions in that sentence have to be proved, and it has also to be shown that $f(0)$ is not zero, since otherwise the ratio $f'/f$ has no meaning there.

Take an interval $0<r\le\rho$ on which $W$ is bounded. There $|U|\le A/r$ with the constant $A=2Z+\rho\,\sup|W-E|$. Define the operation of integrating (2) twice from the origin,

$$(Kh)(r)=\int_0^r\frac{dt}{t^{2l+2}}\int_0^t s^{2l+2}\,U(s)\,h(s)\,ds .$$

If $|h(s)|\le Bs^p$ with $p\ge0$, the inner integral is at most $AB\int_0^t s^{2l+1+p}ds=AB\,t^{2l+2+p}/(2l+2+p)$. Dividing by $t^{2l+2}$ and integrating $t^p$ from $0$ to $r$ gives

$$|(Kh)(r)|\le\frac{AB\,r^{p+1}}{(p+1)(p+2l+2)}\le \frac{AB\,r^{p+1}}{p+1}.$$

Starting from $h=1$, for which $B=1$ and $p=0$, and applying the bound repeatedly, one finds $|K^p1|\le(Ar)^p/p!$. The series $\phi=\sum_{p\ge0}K^p1$ is therefore dominated by the series of $e^{Ar}$ and converges uniformly on the interval. Uniform convergence, with the same bound controlling the integrals, allows $K$ to be applied term by term, so $\phi=1+K\phi$. Differentiating this once gives $r^{2l+2}\phi'=\int_0^rs^{2l+2}U\phi\,ds$, and differentiating again gives (2). Thus $\phi$ solves the radial equation, $\phi(0)=1$, and $|\phi-1|\le e^{Ar}-1$, which is of order $r$. The bound on the inner integral with $p=0$ shows also that $\phi'$ is bounded.

A second-order linear equation has a second independent solution. Shrink $\rho$ until $\phi>\tfrac12$ on the interval and set

$$\chi=\phi\,w,\qquad w(r)=\int_r^\rho\frac{dt}{t^{2l+2}\phi(t)^2},\qquad w'=-\frac{1}{r^{2l+2}\phi^2}.$$

Then $r^{2l+2}\chi'=r^{2l+2}\phi'w-1/\phi$. Its derivative is $(r^{2l+2}\phi')'w+r^{2l+2}\phi'w'+\phi'/\phi^2$, in which the second term equals $-\phi'/\phi^2$ and cancels the third, while the first is $r^{2l+2}U\phi w=r^{2l+2}U\chi$. So $\chi$ solves (2). Because $\phi\to1$, the integral behaves as $w\simeq r^{-2l-1}/(2l+1)$ for small $r$, and $\chi$ does the same; it is unbounded and so independent of $\phi$. On $r>0$ the coefficients of (1) are continuous, the solutions form a two-dimensional space, and every solution is $f=a\phi+b\chi$.

The coefficient $b$ must vanish. If it does not, $R=r^lf$ behaves as $r^{-l-1}$ and $R^2r^2$ as $r^{-2l}$, which cannot be integrated down to $r=0$ when $l\ge1$. For $l=0$ the function $R\propto1/r$ is square integrable and another argument is needed. The three-dimensional equation $\nabla^2\psi=U\psi$, integrated over a ball of radius $\epsilon$ about the nucleus, equates the flux $4\pi\epsilon^2\psi'(\epsilon)$ with $4\pi\int_0^\epsilon U\psi\,r^2dr$. Even for $\psi\propto1/r$ the integrand $U\psi r^2$ is bounded, so the right side vanishes as $\epsilon\to0$. The flux of $\chi$ does not vanish: $r^2\chi'=r^2\phi'w-1/\phi\to-1$, because $\phi'$ is bounded and $r^2w$ is of order $r$. The function $\chi$ solves an equation with an added point source, as in $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, and not the Schrödinger equation. Its kinetic energy, the integral of $\chi'^2r^2\simeq r^{-2}$, diverges as well. Every admissible solution is therefore $f=a\phi$ with $a=f(0)$, and $f(0)=0$ would force $f$ to vanish identically. The limit of $R/r^l$ at the origin exists, is finite and is not zero. This permits the sign convention used from here on: $R>0$ just outside the origin, or $f(0)>0$.

The slope follows from the once-integrated equation, which $f$ inherits from $\phi$. Splitting $U=-2Z/s+(W-E)$,

$$f'(r)=-\frac{2Z}{r^{2l+2}}\int_0^r s^{2l+1}f(s)\,ds+\frac{1}{r^{2l+2}}\int_0^r s^{2l+2}\,[W(s)-E]\,f(s)\,ds. \tag{3}$$

In the first integral $f(s)=f(0)+O(s)$. The constant part contributes $f(0)\,r^{2l+2}/(2l+2)$ and the rest is of order $r^{2l+3}$, so the first term of (3) is $-2Zf(0)/(2l+2)+O(r)$. In the second integral $(W-E)f$ is bounded, the integral is of order $r^{2l+3}$, and the term is $O(r)$. Letting $r\to0$ from above,

$$\frac{f'(0^+)}{f(0)}=\lim_{r\to0^+}\frac{d}{dr}\ln\frac{R}{r^l}=-\frac{Z}{l+1}. \tag{4}$$

This is the generalised cusp condition. The energy stands in the second term of (3) only, which vanishes in the limit, and the behaviour of the solution at large $r$ was never used. The principal quantum number can enter the radial equation only through $E$, so (4) is the same for every $n$. For the same reason it holds for scattering states of positive energy and for any bounded $W$.

The logarithmic derivative in (4) is that of $R/r^l$. For $R$ itself, $\ln R=l\ln r+\ln f$ gives $R'/R=l/r-Z/(l+1)+O(r)$, which diverges at the origin unless $l=0$; the cusp value is the constant term that remains when $l/r$ is removed. For $l=0$ the condition is $\psi'/\psi=-Z$. Since $(\ln f^2)'=2(\ln f)'$, the quantity $R^2/r^{2l}$ has the slope $-2Z/(l+1)$, and the density of an s state falls as $1-2Zr$. The word cusp describes the dependence on the vector $\mathbf r$. The product $r^lY_{lm}$ is a polynomial in $x,y,z$ and is smooth, while the factor $1-Zr/(l+1)$ contains $r=|\mathbf r|$, which along any line through the nucleus has a kink. In $\psi$ the kink is multiplied by a polynomial of degree $l$, so that it shows in the derivatives of order $l+1$. The denominator has a simple reading too. The radial Laplacian in $D$ dimensions is $f''+(D-1)f'/r$, so (1) is the s-wave equation in $D=2l+3$ dimensions. There the Laplacian of $r$ is $(2l+2)/r$, and a slope smaller by the factor $l+1$ supplies the same $1/r$ term of kinetic energy that cancels $-2Z/r$.

One more order of (3) shows where $n$ first appears. Assume now that $W$ is continuous at the origin, and insert $f(s)=f(0)[1-Zs/(l+1)+o(s)]$, which is (4), in the first integral and $[W(0)-E]f(0)+o(1)$ in the second. Both new contributions involve $\int_0^rs^{2l+2}ds=r^{2l+3}/(2l+3)$, and in the first the two minus signs combine to $+2Z\cdot Z/(l+1)$:

$$\frac{f'(r)}{f(0)}=-\frac{Z}{l+1}+\frac{r}{2l+3}\left[\frac{2Z^2}{l+1}+W(0)-E\right]+o(r).$$

Integration from the origin gives $f=a_0+a_1r+a_2r^2+o(r^2)$ with

$$\frac{a_1}{a_0}=-\frac{Z}{l+1},\qquad \frac{a_2}{a_0}=\frac{1}{2(2l+3)}\left[\frac{2Z^2}{l+1}+W(0)-E\right]. \tag{5}$$

For $W=0$ all higher coefficients are available. The operation $K$ then turns polynomials into polynomials, and the bound above, applied with $2Z$ and $|E|$ taken positive, makes the double sum absolutely convergent, so $f=\sum_ja_jr^j$ is a power series. Multiply (1) by $r$ to get $rf''+(2l+2)f'+(2Z+Er)f=0$. The coefficient of $r^j$ receives $(j+1)j\,a_{j+1}$ from the first term, $(2l+2)(j+1)a_{j+1}$ from the second, and $2Za_j+Ea_{j-1}$ from the third, so

$$(j+1)(j+2l+2)\,a_{j+1}+2Z\,a_j+E\,a_{j-1}=0,\qquad a_{-1}=0. \tag{6}$$

At $j=0$ this is $(2l+2)a_1=-2Za_0$, and at $j=1$ it is $2(2l+3)a_2=-2Za_1-Ea_0$, in agreement with (5).

None of this determines $a_0$. The equation is linear, and the size of $f(0)$ is set by the norm, which needs the whole function. For the hydrogenic atom the function can be found in closed form. Put $W=0$, $E=-\kappa^2$ with $\kappa>0$, and $x=2\kappa r$, so that $d/dr=2\kappa\,d/dx$. The three terms of $rf''+(2l+2)f'+(2Z-\kappa^2r)f=0$ become $2\kappa x f_{xx}$, $2\kappa(2l+2)f_x$ and $(2Z-\kappa x/2)f$. Division by $2\kappa$ gives

$$xf_{xx}+(2l+2)f_x+\left(\frac{Z}{\kappa}-\frac{x}{4}\right)f=0 .$$

With $f=e^{-x/2}g(x)$ one has $f_x=e^{-x/2}(g'-g/2)$ and $f_{xx}=e^{-x/2}(g''-g'+g/4)$. The term $xg/4$ from $xf_{xx}$ cancels $-xg/4$, the term $(2l+2)(-g/2)$ is $-(l+1)g$, and what remains is

$$xg''+(\alpha+1-x)\,g'+k\,g=0,\qquad \alpha=2l+1,\qquad k=\frac{Z}{\kappa}-l-1 .$$

The admissible $f$ is a power series, so $g=e^{x/2}f$ is one as well, $g=\sum_mc_mx^m$ with $c_0\ne0$. The coefficient of $x^m$ in the equation is $(m+1)m\,c_{m+1}+(\alpha+1)(m+1)c_{m+1}-m\,c_m+k\,c_m$, which gives

$$c_{m+1}=\frac{m-k}{(m+1)(m+\alpha+1)}\,c_m. \tag{7}$$

Suppose $k$ is not a non-negative integer. No coefficient vanishes, and since $(m-k)/(m+\alpha+1)\to1$ there is an $M$ beyond which this fraction exceeds $\tfrac34$. From $M$ on the coefficients all have one sign and $|c_{m+1}/c_m|>\tfrac34/(m+1)$, which is the ratio of successive coefficients of $e^{3x/4}$. Hence $|g|$ is at least a positive constant times $e^{3x/4}$ less a polynomial, $|f|$ grows at least as $e^{x/4}$, and the state cannot be normalised. A bound state of negative energy needs $k=0,1,2,\dots$, for which $c_{k+1}=0$ and $g$ is a polynomial of degree $k$. With $n=k+l+1$,

$$\kappa=\frac{Z}{n},\qquad E_n=-\frac{Z^2}{n^2},\qquad x=\frac{2Zr}{n},\qquad k=n-l-1 .$$

The polynomial is fixed up to a factor. The choice

$$L_k^{\alpha}(x)=\sum_{m=0}^kc_mx^m,\qquad c_m=\frac{(-1)^m\,(k+\alpha)!}{m!\,(k-m)!\,(\alpha+m)!} \tag{8}$$

satisfies (7), because passing from $m$ to $m+1$ changes the sign, multiplies by $k-m$, and divides by $m+1$ and by $\alpha+m+1$. This is the associated Laguerre polynomial in the convention where $L_k^\alpha(0)$ is the binomial coefficient $\binom{k+\alpha}{k}$. Other conventions label the polynomial differently or multiply it by a factorial, and in the second case the normalisation constant below has to be changed to match. The radial function is

$$R_{nl}=N_{nl}\,x^l\,e^{-x/2}L_k^{2l+1}(x),$$

with $N_{nl}>0$, since $c_0>0$ then makes $R$ positive near the origin. With $r^2dr=(n/2Z)^3x^2dx$ and $2l+2=\alpha+1$ the norm condition reads

$$1=N_{nl}^2\left(\frac{n}{2Z}\right)^3I,\qquad I=\int_0^\infty x^{\alpha+1}e^{-x}\,[L_k^\alpha(x)]^2dx .$$

The integral is done with the Rodrigues form of the polynomial. In Leibniz's rule for the $k$-th derivative of $x^{k+\alpha}e^{-x}$, let $m$ derivatives fall on the exponential, which gives $(-1)^me^{-x}$, and $k-m$ on the power, which gives $(k+\alpha)!\,x^{\alpha+m}/(\alpha+m)!$. The weight of this term is $k!/[m!(k-m)!]$. Comparison with (8) shows

$$x^\alpha e^{-x}L_k^\alpha(x)=\frac{1}{k!}\frac{d^k}{dx^k}\left(x^{k+\alpha}e^{-x}\right).$$

Use this for one factor $L$ in $I$ and call the remaining polynomial $p(x)=xL_k^\alpha(x)$. Integrate by parts $k$ times. Each boundary term contains a derivative of $x^{k+\alpha}e^{-x}$ of order at most $k-1$, which carries at least the power $x^{\alpha+1}$ and the factor $e^{-x}$ and so vanishes at both ends. Each integration changes the sign, so

$$I=\frac{(-1)^k}{k!}\int_0^\infty x^{k+\alpha}e^{-x}\,p^{(k)}(x)\,dx .$$

The polynomial $p=c_kx^{k+1}+c_{k-1}x^k+\dots$ has degree $k+1$, and only these two terms survive $k$ differentiations: $p^{(k)}=c_k(k+1)!\,x+c_{k-1}k!$. From (8), $c_k=(-1)^k/k!$ and $c_{k-1}=(-1)^{k-1}(k+\alpha)/(k-1)!$, so that

$$p^{(k)}=(-1)^k\left[(k+1)\,x-k(k+\alpha)\right],$$

which is also right for $k=0$, where $p=x$. The two factors $(-1)^k$ cancel, and $\int_0^\infty x^qe^{-x}dx=q!$ gives

$$I=\frac{(k+1)(k+\alpha+1)!-k(k+\alpha)(k+\alpha)!}{k!}=\frac{(k+\alpha)!}{k!}\left[(k+1)(k+\alpha+1)-k(k+\alpha)\right].$$

The bracket expands to $k^2+k\alpha+2k+\alpha+1-k^2-k\alpha=2k+\alpha+1$. With $k=n-l-1$ and $\alpha=2l+1$ one has $2k+\alpha+1=2n$ and $k+\alpha=n+l$, so $I=2n\,(n+l)!/k!$ and

$$N_{nl}=\sqrt{\left(\frac{2Z}{n}\right)^3\frac{(n-l-1)!}{2n\,(n+l)!}}. \tag{9}$$

The limit at the origin can now be read off. Since $x^l/r^l=(2Z/n)^l$, the exponential tends to 1 and $L_k^\alpha(0)=c_0=(n+l)!/[k!\,(2l+1)!]$,

$$C_{nl}\equiv\lim_{r\to0}\frac{R_{nl}}{r^l}=N_{nl}\left(\frac{2Z}{n}\right)^l\frac{(n+l)!}{(n-l-1)!\,(2l+1)!}. \tag{10}$$

The factor $\sqrt{k!/(n+l)!}$ in $N_{nl}$ times $(n+l)!/k!$ is $\sqrt{(n+l)!/k!}$, and the powers of $2Z/n$ add to $l+\tfrac32$:

$$C_{nl}=\left(\frac{2Z}{n}\right)^{l+3/2}\frac{1}{(2l+1)!}\sqrt{\frac{(n+l)!}{2n\,(n-l-1)!}}. \tag{11}$$

The logarithmic slope of $R/r^l$ at the nucleus has been shown to be $-Z/(l+1)$ for every energy and every bounded $W$, while the hydrogenic limit $C_{nl}$, fixed by normalisation, has been found in closed form. It remains to make the dependence of $C_{nl}$ on $n$ explicit, to work out and test the results for Ag⁴⁶⁺, and to see what changes with screening, a finite nuclear mass, a spread-out nuclear charge or a $1/r^2$ term.

Numerical values quoted here were computed with a short program.
